# Order α⁴ levels of two spin-1/2 particles of arbitrary masses

**Q.** Hydrogen has a Dirac equation for one particle in a fixed field. Positronium has no fixed centre at all. What single starting point could cover both?

**A.** The Breit-Pauli Hamiltonian, which treats the particles alike and keeps the first relativistic corrections. I take two distinguishable point particles with spin 1/2, gyromagnetic factor 2, masses $m_1,m_2$ and charges $-e,+e$. Units are $\hbar=c=1$ with $e^2=\alpha$. The total momentum is zero, so $\mathbf p_1=-\mathbf p_2=\mathbf p$, and $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf L=\mathbf r\times\mathbf p$. With $M=m_1+m_2$ and $\mu=m_1m_2/M$, the leading Hamiltonian is $M+p^2/2\mu-\alpha/r$, with levels $M-\mu\alpha^2/2n^2$. The corrections are

$$H_{\rm kin}=-\frac{p^4}{8}\Big(\frac1{m_1^3}+\frac1{m_2^3}\Big),\qquad H_{\rm D}=\frac{\pi\alpha}{2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta(\mathbf r),$$

$$H_{\rm oo}=-\frac{\alpha}{2m_1m_2r}\big[p^2+\hat{\mathbf r}\cdot(\hat{\mathbf r}\cdot\mathbf p)\mathbf p\big],$$

$$H_{\rm so}=\frac{\alpha}{r^3}\sum_{a=1,2}\Big(\frac1{2m_a^2}+\frac1{m_1m_2}\Big)\mathbf L\cdot\mathbf s_a,$$

$$H_{\rm ss}=\frac{\alpha}{m_1m_2}\Big[\frac{T}{r^3}+\frac{8\pi}{3}\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\Big],\quad T=3(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})-\mathbf s_1\cdot\mathbf s_2 .$$

**Q.** The signs look arbitrary. Where do they come from?

**A.** $H_{\rm kin}$ is the next term of $\sqrt{m^2+p^2}$. The Darwin term is $\nabla^2V/8m_a^2$ for each particle, with $\nabla^2(-\alpha/r)=4\pi\alpha\,\delta(\mathbf r)$.

The interaction of two moving charges is $-\frac{e_1e_2}{2m_1m_2r}[\mathbf p_1\cdot\mathbf p_2+\dots]$. Both $e_1e_2=-\alpha$ and $\mathbf p_1\cdot\mathbf p_2=-p^2$ are negative, so the result is negative: opposite charges moving oppositely are parallel currents, which attract.

In $H_{\rm so}$, the part $1/2m_a^2$ is a particle's own motion in the electric field, halved by Thomas precession. The part $1/m_1m_2$ is its moment in the magnetic field of the other's motion.

The moments are $-e\mathbf s_1/m_1$ and $+e\mathbf s_2/m_2$. Their product carries a minus sign, which reverses the usual dipole energy $[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\hat{\mathbf r})(\boldsymbol\mu_2\cdot\hat{\mathbf r})]/r^3-\frac{8\pi}3\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta(\mathbf r)$.

**Q.** How do you keep two masses from cluttering everything?

**A.** Measure length in $1/\mu\alpha$ and momentum in $\mu\alpha$. Every correction then has the factor $\mu\alpha^4$, and the masses enter through

$$x_1=\frac{\mu}{m_1}=\frac{m_2}{M},\quad x_2=\frac{\mu}{m_2}=\frac{m_1}{M},\quad x_1+x_2=1,\quad \eta=x_1x_2=\frac{\mu}{M}.$$

Thus $0\le\eta\le1/4$, from infinite mass ratio to equal masses. I also use $d=x_1-x_2=(m_2-m_1)/M$, so $d^2=1-4\eta$. Since the perturbation is of order $\mu\alpha^4$ and the gaps between different $n$ are of order $\mu\alpha^2$, second order is counted as $\mu\alpha^6$. First-order theory within each degenerate $n$ suffices.

**Q.** You need hydrogen averages. I would rather not take those from a table.

**A.** In scaled units $h=p^2/2-1/r$ and $E=-1/2n^2$. If the attraction is $-Z/r$, then $E=-Z^2/2n^2$, and differentiation at $Z=1$ gives $\langle1/r\rangle=1/n^2$. The radial equation contains $l(l+1)/2r^2$. Vary $l$ continuously at a fixed number of radial nodes, so that $n$ changes with $l$. Then $\partial E/\partial l=1/n^3=(l+\tfrac12)\langle r^{-2}\rangle$, hence

$$\langle r^{-2}\rangle=\frac{2}{n^3(2l+1)} .$$

For the others, write $u=rR$ and $u''=2(V-E)u$, with $V=-1/r+l(l+1)/2r^2$. Multiply by $u'$ and integrate. The left side gives $-\frac12u'(0)^2$; the right side, after integration by parts, gives $-\langle V'\rangle$. So

$$\tfrac12u'(0)^2=\langle r^{-2}\rangle-l(l+1)\langle r^{-3}\rangle ,$$

where the last term is absent for $l=0$. For $l>0$, $u'(0)=0$ and

$$\langle r^{-3}\rangle=\frac{k}{n^3},\qquad k=\frac1{l(l+\frac12)(l+1)} .$$

For $l=0$, $u'(0)=R(0)$, so $R(0)^2=4/n^3$ and $\langle\delta(\mathbf r)\rangle=R(0)^2/4\pi=1/\pi n^3$.

Finally $p^2\psi=2(E+1/r)\psi$, so

$$\langle p^4\rangle=4\Big[\frac1{4n^4}-\frac1{n^4}+\frac{2}{n^3(2l+1)}\Big]=\frac{8}{n^3(2l+1)}-\frac3{n^4}.$$

**Q.** The orbit-orbit operator has $1/r$ to the left of two momenta. Is it even Hermitian?

**A.** Yes. Put $t_{ij}=\delta_{ij}/r+r_ir_j/r^3$. Then

$$\partial_it_{ij}=-\frac{r_j}{r^3}+\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=0 .$$

There is no hidden delta function, because the flux of $t_{ij}$ through a small sphere vanishes with its radius. One momentum can therefore move to the left, and the bracket divided by $r$ is $p_it_{ij}p_j$. Its mean is

$$O=\int\frac{|\nabla\psi|^2+|\partial_r\psi|^2}{r}\,d^3r=2A-l(l+1)\langle r^{-3}\rangle,\qquad A=\int\frac{|\nabla\psi|^2}{r}\,d^3r,$$

since the angular part of $|\nabla\psi|^2$ contributes $l(l+1)\langle r^{-3}\rangle$ to $A$. To find $A$, integrate by parts:

$$\mathrm{Re}\int\psi^*\frac1r(-\nabla^2\psi)\,d^3r=A+\frac12\int\nabla\frac1r\cdot\nabla|\psi|^2\,d^3r=A+2\pi|\psi(0)|^2 .$$

The last step uses $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. The left side is $2(E\langle1/r\rangle+\langle r^{-2}\rangle)=-1/n^4+4/[n^3(2l+1)]$. For $l>0$, $l(l+1)\langle r^{-3}\rangle=2/[n^3(2l+1)]$; for $l=0$ this term is absent but $2\pi|\psi(0)|^2=2/n^3$. Both cases are contained in

$$O=\frac{6}{n^3(2l+1)}-\frac2{n^4}-\frac{2\delta_{l0}}{n^3}.$$

**Q.** So what do the terms without spin add up to?

**A.** Use $x_1^3+x_2^3=1-3\eta$ and $x_1^2+x_2^2=1-2\eta$. In units of $\mu\alpha^4$,

$$E_{\rm kin}=-(1-3\eta)\Big[\frac1{n^3(2l+1)}-\frac3{8n^4}\Big],\qquad E_{\rm D}=\frac{1-2\eta}{2n^3}\delta_{l0},$$

$$E_{\rm oo}=-\frac\eta2O=\eta\Big[\frac1{n^4}-\frac3{n^3(2l+1)}+\frac{\delta_{l0}}{n^3}\Big].$$

The terms $\pm3\eta/[n^3(2l+1)]$ cancel, and so do $\mp\eta\delta_{l0}/n^3$. In $1/n^4$ there remains $\frac38-\frac98\eta+\eta=(3-\eta)/8$. Therefore

$$E_0=\frac{3-\eta}{8n^4}-\frac1{n^3(2l+1)}+\frac{\delta_{l0}}{2n^3}.$$

Besides the overall $\mu$, recoil enters the spin-independent energy through $-\eta/8n^4$, which is the same for every $l$.

**Q.** You are averaging in states of definite $l$, but all $l<n$ are degenerate. Surely the perturbation mixes them?

**A.** It could. Total angular momentum $J$ and parity are conserved. Since the total spin is 0 or 1, equal $J$ allows $l$ to differ by at most 2, and parity excludes a difference of 1. The remaining possibility is $l\leftrightarrow l+2$, through $T/r^3$; the other terms do not change $l$. That coupling contains

$$I=\int_0^\infty\frac{uv}{r^3}\,dr,\qquad u=u_{nl},\quad v=u_{n,l+2}.$$

**Q.** And that has to vanish? The integrand has no obvious symmetry.

**A.** It follows from $u''=[l(l+1)/r^2-2/r+1/n^2]u$ and the corresponding equation for $v$. All boundary terms below vanish, because $u\sim r^{l+1}$ and $v\sim r^{l+3}$ at the origin.

First let $W=uv'-u'v$. Subtracting the two equations gives $W'=(4l+6)uv/r^2$, so $\int uv/r^2\,dr=0$.

Next divide $W'$ by $r$ and integrate by parts: $\int W/r^2\,dr=(4l+6)I$. Also $\int(uv)'/r^2\,dr=2I$. Half the sum and half the difference give

$$\int\frac{uv'}{r^2}dr=(2l+4)I,\qquad\int\frac{u'v}{r^2}dr=-(2l+2)I.$$

Third, integrate $(u'v')'=u''v'+u'v''$. The $1/n^2$ terms give $\int(uv)'dr=0$. The Coulomb terms give $-2\int(uv)'/r\,dr=-2\int uv/r^2\,dr=0$. What remains is

$$0=\big[l(l+1)(2l+4)-(l+2)(l+3)(2l+2)\big]I=-6(l+1)(l+2)I .$$

Hence $I=0$. The proof uses the Coulomb potential and equal $n$, and the result does not extend to every inverse power of $r$. As a control, the integral for $r^{-4}$ between 3s and 3d is 0.0017 in scaled units, not zero.

**Q.** Then take S states. Which spin terms survive?

**A.** $\mathbf L$ gives zero, and the angular average of $3\hat r_i\hat r_j-\delta_{ij}$ vanishes. The contact term leaves $(8\eta/3n^3)\,\mathbf s_1\cdot\mathbf s_2$. With $\mathbf s_1\cdot\mathbf s_2=-3/4$ for $J=0$ and $1/4$ for $J=1$, and writing each spin energy as $\varepsilon/n^3$,

$$\varepsilon(J=0)=-2\eta,\qquad \varepsilon(J=1)=+\tfrac23\eta .$$

**Q.** For $l>0$ the two spins have different coefficients. Which coupling scheme do you choose?

**A.** I use total spin $\mathbf S=\mathbf s_1+\mathbf s_2$ as a basis and keep whatever breaks it. The coefficients are $a_1=x_1^2/2+\eta$ and $a_2=x_2^2/2+\eta$. Their sum is $\frac12+\eta$ and their difference is $(x_1^2-x_2^2)/2=d/2$. So

$$\varepsilon=k\Big\langle\frac{1+2\eta}4\,\mathbf L\cdot\mathbf S+\frac d4\,\mathbf L\cdot(\mathbf s_1-\mathbf s_2)+\eta T\Big\rangle$$

as an operator to be diagonalized. The middle term is odd under exchange of the spins, so it connects singlet with triplet and has no diagonal element.

For $T$, note that $(\mathbf S\cdot\hat{\mathbf r})^2=\frac12+2(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})$ and $S^2=\frac32+2\mathbf s_1\cdot\mathbf s_2$. Thus $T=\frac32S_iS_j(\hat r_i\hat r_j-\frac13\delta_{ij})$, which vanishes in the singlet. Within fixed $l$, the Wigner-Eckart theorem makes the symmetric traceless tensors proportional:

$$\hat r_i\hat r_j-\tfrac13\delta_{ij}\to-c\big(L_iL_j+L_jL_i-\tfrac23L^2\delta_{ij}\big).$$

To fix $c$, take $i=j=z$ and $m=l$. Since $|Y_{ll}|^2\propto\sin^{2l}\theta$, $\langle\cos^2\theta\rangle=1/(2l+3)$. The left side is $-2l/[3(2l+3)]$ and the right side is $-\frac23cl(2l-1)$, so $c=1/[(2l-1)(2l+3)]$. Reordering with $\mathbf S\times\mathbf S=i\mathbf S$ gives, for the triplet ($S^2=2$),

$$T=-\frac{3}{2}c\Big[2(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S-\frac43l(l+1)\Big].$$

- $J=l+1$: $\mathbf L\cdot\mathbf S=l$, the bracket is $l(2l-1)/3$, and $T=-l/[2(2l+3)]$.
- $J=l$: $\mathbf L\cdot\mathbf S=-1$, the bracket is $-(2l-1)(2l+3)/3$, and $T=\frac12$.
- $J=l-1$: $\mathbf L\cdot\mathbf S=-(l+1)$, the bracket is $(l+1)(2l+3)/3$, and $T=-(l+1)/[2(2l-1)]$.

The singlet has $J=l$, so the outer two are single levels:

$$\varepsilon(J=l+1)=\frac{kl}4\Big[1+2\eta-\frac{2\eta}{2l+3}\Big]=\frac{kl}4\Big[1+\frac{4\eta(l+1)}{2l+3}\Big],$$

$$\varepsilon(J=l-1)=-\frac{k(l+1)}4\Big[1+2\eta+\frac{2\eta}{2l-1}\Big]=-\frac{k(l+1)}4\Big[1+\frac{4\eta l}{2l-1}\Big].$$

**Q.** And at $J=l$, where singlet and triplet meet?

**A.** Apart from $k$, the singlet diagonal element is 0. The triplet one is $-(1+2\eta)/4+\eta/2=-\frac14$, independent of the masses.

For the coupling, act on the singlet spin state $\chi$. There $\mathbf S\chi=0$, so $(\mathbf s_1-\mathbf s_2)\chi=2\mathbf s_1\chi=\boldsymbol\sigma_1\chi$. The squared norm of $\mathbf L\cdot\boldsymbol\sigma_1\chi$ is the mean of $(\mathbf L\cdot\boldsymbol\sigma_1)^2=L^2-\mathbf L\cdot\boldsymbol\sigma_1$, which is $l(l+1)$, because $\boldsymbol\sigma_1$ has zero mean in the singlet. The resulting vector lies in the triplet with the same $l$ and $J$, so the coupling has magnitude $\beta=|d|\sqrt{l(l+1)}/4$. The eigenvalue equation is $\lambda(\lambda+\frac14)=\beta^2$, and

$$\varepsilon_\pm(J=l)=\frac k8(-1\pm s),\qquad s=\sqrt{1+4d^2l(l+1)} .$$

In the upper state, $\lambda_+a=\beta b$ relates the singlet amplitude $a$ to the triplet amplitude $b$. The singlet weight is

$$w=\frac{\beta^2}{\beta^2+\lambda_+^2}=\frac{\lambda_++\frac14}{2\lambda_++\frac14}=\frac12\Big(1+\frac1s\Big).$$

The complete energy is $E=M-\mu\alpha^2/2n^2+\mu\alpha^4(E_0+\varepsilon/n^3)$.

**Q.** Does that square root really become the Dirac formula when one mass is infinite?

**A.** Set $\eta=0$ and $d=1$. Then $s=\sqrt{1+4l(l+1)}=2l+1$, and the $J=l$ levels become $kl/4$ and $-k(l+1)/4$. They join $J=l+1$ and $J=l-1$ respectively. With $k=2/[l(l+1)(2l+1)]$,

$$-\frac1{2l+1}+\frac1{2(l+1)(2l+1)}=-\frac1{2(l+1)},\qquad-\frac1{2l+1}-\frac1{2l(2l+1)}=-\frac1{2l}.$$

With $j$ the angular momentum of the light particle, these are both $-1/[2(j+\frac12)]$, for $j=l+\frac12$ and $j=l-\frac12$. S states also give $-1+\frac12=-\frac12$. Hence

$$E_4=\mu\alpha^4\Big[\frac3{8n^4}-\frac1{2n^3(j+\frac12)}\Big].$$

This limit was tested against the exact Dirac energy for $n=1$ to 4. The levels at general masses were tested by diagonalizing the full matrix of all $4n^2$ states for the same $n$ and five mass ratios. The largest discrepancy was $2.3\times10^{-14}\mu\alpha^4$.

**Q.** Real nuclei are heavy, not infinitely heavy. What appears first as $\eta$ grows?

**A.** For $l>0$ expand $s=\sqrt{(2l+1)^2-16\eta l(l+1)}\simeq2l+1-8\eta l(l+1)/(2l+1)$. At fixed $l$, each Dirac level splits into two (a level shared by two values of $l$, such as 2S and 2P with $j=\frac12$, therefore gives four):

$$\Delta\varepsilon_{j=l+1/2}\simeq k\eta l(l+1)\Big[\frac1{2l+3}+\frac1{2l+1}\Big],$$

$$\Delta\varepsilon_{j=l-1/2}\simeq k\eta l(l+1)\Big[\frac1{2l+1}+\frac1{2l-1}\Big].$$

This is hyperfine structure, in both cases with the larger $J$ higher. For 2P the splittings are $2\eta/45$ and $\eta/9$ in units of $\mu\alpha^4$. The formula requires a point partner with gyromagnetic factor 2, so an actual proton does not qualify. A muon does at this order.

**Q.** Then give me muonium, with numbers I can follow.

**A.** Here $m_2/m_1=206.768$, $\eta=0.0047899$ and $\mu\alpha^4=348\,691$ MHz. For 1S the kinetic, Darwin and orbit-orbit terms give

$$-214\,800+172\,675-1\,670=-43\,795\ \text{MHz}.$$

The contact term adds $-2\eta\mu\alpha^4=-3\,340$ MHz for $J=0$ and $+1\,113$ MHz for $J=1$. The shifts are $-47\,135$ and $-42\,682$ MHz, and the splitting is 4454 MHz. The leading radiative change of each magnetic moment is a fraction $\alpha/2\pi$. Two moments change this splitting by about $\alpha/\pi$, or 10 MHz, so its last digits describe the model, not a measurement. Radiative terms of order $\mu\alpha^5$, a unit of about 2500 MHz, also shift the levels themselves (for 1S, with a factor $\ln(1/\alpha)$, by about three such units) and are left out, so the digits of the level shifts serve only to follow the arithmetic.

For 2P the scalar terms give $-6265.0-104.4=-6369.4$ MHz. At $J=1$ the triplet lies 3632 MHz below the singlet before mixing, and the coupling is 5087 MHz. Relative to the singlet,

$$\frac{-3632.2\pm\sqrt{3632.2^2+4\times5087.3^2}}2=3585.6,\ -7217.8\ \text{MHz},$$

which puts the two levels at about $-2784$ and $-13\,587$ MHz. The upper one has singlet weight 0.668, close to the infinite-mass value $\frac12(1+\frac13)=\frac23$. Neither state is nearly a pure singlet or triplet.

The upper pair, $J=2$ and $J=1$, is split by 74.4 MHz; the expansion in $\eta$ gives $2\times1670/45=74.2$ MHz. The lower pair is split by 185.8 MHz, against $1670/9=185.6$ MHz.

**Q.** What changes at equal masses?

**A.** There $d=0$, so singlet and triplet no longer mix and total spin is conserved. Then $\eta=\frac14$ and the coefficient of $1/n^4$ is $(3-\frac14)/8=11/32$. For the masses of positronium, $\mu\alpha^4=175\,189$ MHz. The 1S Darwin and orbit-orbit terms are $+43\,797$ and $-43\,797$ MHz: their coefficients $(1-2\eta)/2$ and $-\eta$ are both $\frac14$ in size. The splitting is $\frac83\eta\mu\alpha^4=\frac23\mu\alpha^4=116\,792$ MHz, no longer small beside the other corrections.

The numbers also show 2S, $J=1$ and the upper 2P, $J=1$ level at the same shift, $-3536$ MHz. This holds for every $n\ge2$ in this model. Apart from the common $11/32n^4$, the triplet S level has $-\frac12+\frac16=-\frac13$ in $1/n^3$, and the singlet P level has $-1/(2l+1)=-\frac13$.

**Q.** So real positronium has that degeneracy?

**A.** That does not follow. An electron and a positron can annihilate into a virtual photon and reappear. The contact strength is of order $\alpha/m^2$ and $|\psi(0)|^2$ is of order $m^3\alpha^3$, so the energy is of order $m\alpha^4$, as large as the terms kept here. It acts on the $J=1$ S states, because one photon cannot be reached from $J=0$. The equal-mass result is therefore the part of positronium without annihilation, and both the 116 792 MHz and the degeneracy carry that restriction.

**Q.** Between the limits, is there a mass ratio at which one picture gives way to the other?

**A.** No sharp one: $\eta$ and $d^2$ vary smoothly with the ratio. Where the passage lies depends on $l$, however. Singlet and triplet mix once $4d^2l(l+1)$ is of order 1, so for large $l$ this happens close to equal masses: by the formula for $w$, the singlet weight is halfway from 1 to its infinite-mass value at ratio 2.3 for $l=1$ and at 1.17 for $l=10$. The $n=2$ coefficients in the numerical output show the passage. In units of $\mu\alpha^4$, the gap between the two 2P, $J=1$ levels is 0.0104 at equal masses, 0.0263 at ratio 10 and 0.0313 at infinite ratio. Meanwhile the gap between $J=2$ and the upper $J=1$ level closes from 0.0146 through 0.0039 to zero. At ratio 10 the hydrogen-like pairing is visible, but the lower pair is still split by 0.0094, more than a third of the gap between the $J=1$ levels. The expansion to first order in $\eta$ still works fairly well there: it gives 0.0037 and 0.0092 for the upper and lower pairs, against 0.0039 and 0.0094. At equal masses it gives 0.0111 for the upper pair instead of 0.0146, and the full square root is needed.

## Computed values

```
fine-structure constant alpha = 0.007297353
m_e c^2 alpha^4/h = 350377.081 MHz
largest |matrix - formula| = 2.3e-14 mu alpha^4
largest |<n l|r^-3|n l+2>|, n=3-5 = 1.6e-17 (mu alpha)^3
control <3s|r^-4|3d> = 0.001735 (mu alpha)^4
n=2 coefficients, unit mu alpha^4
m2/m1       2S J=0    2S J=1    2P J=0   2P J=1-   2P J=1+    2P J=2
1.000    -0.103516 -0.020182 -0.061849 -0.030599 -0.020182 -0.005599
2.000    -0.096354 -0.022280 -0.059317 -0.032332 -0.018015 -0.005845
10.000   -0.060369 -0.032821 -0.046595 -0.037213 -0.010953 -0.007081
100.000  -0.041590 -0.038322 -0.039956 -0.038864 -0.008164 -0.007726
206.768  -0.040297 -0.038701 -0.039499 -0.038966 -0.007984 -0.007770
infinite -0.039062 -0.039062 -0.039062 -0.039062 -0.007812 -0.007812
muonium: m2/m1 = 206.768283, eta = 0.00478989
  d = 0.99037389, mu alpha^4 = 348690.697 MHz
  1S kinetic -214800.080, Darwin 172675.159, orbit-orbit -1670.190 MHz
  2P kinetic -6265.002, Darwin 0.000, orbit-orbit -104.387 MHz
  E4(1S J=0) = -47135.490 MHz
  E4(1S J=1) = -42681.651 MHz
  E4(2S J=0) = -14051.326 MHz
  E4(2S J=1) = -13494.596 MHz
  E4(2P J=0) = -13772.961 MHz
  E4(2P J=1-) = -13587.185 MHz
  E4(2P J=1+) = -2783.788 MHz
  E4(2P J=2) = -2709.358 MHz
  1S splitting J=1 minus J=0 = 4453.839 MHz
  2P J=1 singlet-triplet coupling = 5087.253 MHz
  triplet minus singlet diagonal = -3632.195 MHz
  singlet weight of 2P J=1+ = 0.668104
positronium, no annihilation: m2/m1 = 1.000000, eta = 0.25000000
  d = 0.00000000, mu alpha^4 = 175188.540 MHz
  1S kinetic -27373.209, Darwin 43797.135, orbit-orbit -43797.135 MHz
  2P kinetic -798.385, Darwin 0.000, orbit-orbit -2737.321 MHz
  E4(1S J=0) = -114967.480 MHz
  E4(1S J=1) = 1824.881 MHz
  E4(2S J=0) = -18134.751 MHz
  E4(2S J=1) = -3535.706 MHz
  E4(2P J=0) = -10835.229 MHz
  E4(2P J=1-) = -5360.587 MHz
  E4(2P J=1+) = -3535.706 MHz
  E4(2P J=2) = -980.873 MHz
  1S splitting J=1 minus J=0 = 116792.360 MHz
  2P J=1 singlet-triplet coupling = 0.000 MHz
  triplet minus singlet diagonal = -1824.881 MHz
  singlet weight of 2P J=1+ = 1.000000
```
